# Critical radius of a through-hole in a dewetting film

If only the energy per area of a supported film is considered, every film with a nonzero contact angle should be destroyed by its first pinhole. Replacing covered substrate by bare substrate lowers the energy, so a hole of any size ought to grow. The argument leaves out the side wall of the hole. If that wall stays vertical, it costs more than the exposed floor returns when the hole is small, and the hole lowers its energy by closing. The missing result is the radius at which the balance turns. For a vertical wall it is $h/(1-\cos\theta)$. The derivation must also show what the vertical wall assumes, since other wall shapes give different radii.

## Setting and conventions

A flat film of thickness $h$ lies on a rigid, flat substrate. The energies per area are $\gamma_f$ for the free film surface, $\gamma_s$ for the bare substrate and $\gamma_i$ for the film/substrate interface. All three are constant and isotropic. Elastic energy, grain boundaries and evaporation are left out. The contact angle $\theta$ is measured through the film material, so a small $\theta$ means good wetting.

Energies are differences from the intact film. Lengths are in nm and surface energies in J/m², which makes the natural energy unit the attojoule: $1\ \mathrm{J/m^2}\times 1\ \mathrm{nm^2}=1\ \mathrm{aJ}$.

## Lemma 1: the contact angle

**Statement.** Let $\sigma=\gamma_s-\gamma_i$ with $|\sigma|<\gamma_f$. A spherical-cap drop of fixed volume has minimum energy when its contact angle satisfies
$$\gamma_s-\gamma_i=\gamma_f\cos\theta .$$

**Proof.** Let the cap belong to a sphere of radius $\rho$, meet the substrate at angle $\alpha$, and put $x=\cos\alpha$. Its curved area is $2\pi\rho^2(1-x)$, its base area is $\pi\rho^2(1-x^2)$, and its volume is
$$V=\frac{\pi\rho^3}{3}(1-x)^2(2+x).$$
The base replaces bare substrate by interface, at a cost $-\sigma$ per area. Hence
$$E=\pi\rho^2(1-x)\,[2\gamma_f-\sigma(1+x)].$$
At fixed $V$, $\rho^2$ is proportional to $(1-x)^{-4/3}(2+x)^{-2/3}$. With a positive constant $K$,
$$E=K(1-x)^{-1/3}(2+x)^{-2/3}[2\gamma_f-\sigma(1+x)].$$
The logarithmic derivative of the two powers is
$$\frac{1}{3(1-x)}-\frac{2}{3(2+x)}=\frac{x}{(1-x)(2+x)}.$$
The sign of $dE/dx$ is therefore the sign of
$$x[2\gamma_f-\sigma(1+x)]-\sigma(1-x)(2+x).$$
Since $(1-x)(2+x)=2-x-x^2$, the terms $-\sigma x-\sigma x^2$ cancel and $2(\gamma_f x-\sigma)$ remains. This is negative for $x<\sigma/\gamma_f$ and positive beyond, so $x=\sigma/\gamma_f$ is the minimum. ∎

The value $\theta=180^\circ$ is the limit $\sigma\to-\gamma_f$.

## Theorem: the vertical-walled hole

**Assumptions.** The hole is a circular cylinder of radius $R$ reaching the substrate, and its wall stays vertical as $R$ changes. The removed material spreads over a film so wide that its thickness does not change noticeably. The contact angle lies in $0<\theta\le180^\circ$.

**Statement.** The energy of the hole is
$$\Delta E(R)=2\pi\gamma_f hR-\pi\gamma_f(1-\cos\theta)R^2 .$$
It has a single maximum, at
$$R_c=\frac{h}{1-\cos\theta},\qquad \Delta E(R_c)=\frac{\pi\gamma_f h^2}{1-\cos\theta}.$$

**Proof.** Making the hole changes two sets of surfaces.

1. The side wall is new film surface of area $2\pi Rh$. It costs $2\pi Rh\gamma_f$.
2. Over the floor area $\pi R^2$, the film's top surface and the interface disappear, and bare substrate appears. The change is $\pi R^2(\gamma_s-\gamma_i-\gamma_f)$.

By Lemma 1, $\gamma_s-\gamma_i-\gamma_f=-\gamma_f(1-\cos\theta)$, which gives the stated energy. Spreading the removed material adds nothing, because raising a flat top surface does not change its area.

Write $h=(1-\cos\theta)R_c$ in the first term and complete the square:
$$\Delta E=\pi\gamma_f(1-\cos\theta)(2R_cR-R^2)$$
$$=\pi\gamma_f(1-\cos\theta)\left[R_c^2-(R-R_c)^2\right].$$
The bracket is largest at $R=R_c$. There the energy is $\pi\gamma_f(1-\cos\theta)R_c^2=\pi\gamma_f h^2/(1-\cos\theta)$. ∎

**Physical meaning.** The derivative is
$$\frac{d\Delta E}{dR}=2\pi\gamma_f\left[h-R(1-\cos\theta)\right].$$
It is positive below $R_c$, where the hole gains by closing, and negative above, where it gains by widening. The wall acts as a line energy $\gamma_fh$ per length of edge, and the floor supplies a gain $\gamma_f(1-\cos\theta)$ per area. The critical radius is their ratio, and $\gamma_f$ cancels. The surface energy sets the height of the barrier but, at fixed $\theta$, not the critical size.

The energy returns to zero at $2R_c$. A hole between $R_c$ and $2R_c$ still has more energy than the intact film, yet it already lowers its energy by growing. The condition $\Delta E<0$ would thus overestimate the threshold by a factor of two.

**Limits.** For small $\theta$ in radians, $1-\cos\theta=\tfrac12\theta^2(1-\theta^2/12+\dots)$, so
$$\frac{R_c}{h}=\frac{2}{\theta^2}+\frac16+\dots$$
The threshold diverges as wetting becomes complete. At $90^\circ$ the substrate and interface energies are equal and $R_c=h$. At $180^\circ$, $R_c=h/2$: even then a sufficiently small hole closes.

**Remark on other outlines.** Keep the wall vertical, but let the hole have perimeter $P$ and area $A$. The same count gives
$$\Delta E=\gamma_f\left[hP-(1-\cos\theta)A\right].$$
For a rectangular slit of length $\ell$ and width $w$, $P=2(\ell+w)$ and $A=\ell w$, so
$$\frac{\partial\Delta E}{\partial w}=\gamma_f\left[2h-(1-\cos\theta)\ell\right].$$
This is negative when $\ell>2R_c$, whatever the width. A long scratch can therefore gain by widening although it is much narrower than a critical round hole. It also gains by shortening, because $\partial\Delta E/\partial\ell=\gamma_f[2h-(1-\cos\theta)w]$ is positive for $w<2R_c$, so the condition $\ell>2R_c$ does not by itself decide whether the scratch grows. If the whole edge moves outward by the same small distance, a convex outline gains only when $P>2\pi R_c$. The threshold radius applies to round holes and must not be used as a threshold for the width of a slit.

## Worked example

Take the round model parameters $h=20$ nm, $\gamma_f=1.0$, $\gamma_s=1.2$ and $\gamma_i=0.7$ J/m². Then
$$\cos\theta=\frac{1.2-0.7}{1.0}=0.5,\qquad \theta=60^\circ,$$
$$R_c=\frac{20\ \mathrm{nm}}{1-0.5}=40\ \mathrm{nm}.$$
At this radius the wall costs $2\pi(40)(20)(1.0)=5027$ aJ. The floor contributes $\pi(40)^2(1.2-0.7-1.0)=-2513$ aJ, half the wall energy in magnitude. The barrier is
$$\frac{\pi(1.0)(20)^2}{0.5}=2513\ \mathrm{aJ}=1.57\times10^4\ \mathrm{eV}.$$
At 1000 K this is $1.8\times10^5\,k_BT$. Thermal fluctuations will not carry the film over such a barrier. Within the vertical-wall model, a hole that stays round can therefore grow only if its radius already exceeds $R_c$ at the start.

At $0.9R_c=36$ nm the slope is $2\pi(20-18)=12.6$ aJ/nm. At $1.1R_c=44$ nm it is $2\pi(20-22)=-12.6$ aJ/nm. The sign change marks the passage from closing to widening.

For contact angles of $30^\circ$, $90^\circ$ and $120^\circ$, the ratio $R_c/h$ is 7.46, 1.00 and 0.67. At $30^\circ$ the leading estimate $2/\theta^2$ gives 7.30, about 2% below the full formula. The next term, $1/6$, supplies nearly all of the difference. The numerical output below also gives the maxima found directly from the sum of all interface energies.

## Proposition 1: a film of finite extent

**Statement.** Let the film be a disc of radius $L\gg R_c$ with an outer wall that costs no energy, and let its volume be conserved. To leading order, the critical radius of the vertical-walled hole is
$$R_c^{(L)}\simeq R_c\left(1+\frac{3R_c^2}{L^2}\right).$$

**Proof.** Equating the volumes before and after, $\pi L^2h=\pi(L^2-R^2)h'$. With $q=R^2/L^2$, the new thickness is $h'=h/(1-q)$. The floor term is unchanged, while the wall term becomes $2\pi\gamma_fRh'$. Since $dq/dR=2R/L^2$,
$$\frac{d}{dR}\frac{R}{1-q}=\frac{1}{1-q}+\frac{2q}{(1-q)^2}=\frac{1+q}{(1-q)^2}.$$
Setting the derivative of the energy to zero gives
$$R=R_c\frac{1+q}{(1-q)^2}=R_c(1+3q+\dots).$$
To leading order $q$ may be evaluated at $R_c$. ∎

For $L=500$ nm in the example, $3R_c^2/L^2=3(40/500)^2=0.0192$, giving 40.77 nm. The numerical maximum is at 40.81 nm. For $L=1000$ nm both values round to 40.19 nm. With a cost-free outer wall, neglecting the thickening is therefore a small error here, and the shape of the hole's wall matters far more. A vertical outer wall with surface energy $\gamma_f$ would also grow taller, adding about $2\pi\gamma_fhR^2/L$. To first order this raises the critical radius by the fraction $2R_c/L$, which vanishes only as $1/L$. For $L=500$ nm this first-order term is 16%, while the full maximum, thickening included, lies at 49.2 nm, 23% above $R_c$.

## Proposition 2: a wall inclined at the contact angle

A vertical wall meets the substrate at $90^\circ$, not at $\theta$. The simplest repair is a straight conical wall with the correct angle.

**Statement.** Let $0<\theta<90^\circ$, and let the hole have foot radius $R$ and top radius $R+h\cot\theta$. Its energy is largest at
$$R=\frac{h}{\sin\theta},\qquad \Delta E=\pi\gamma_fh^2 .$$

**Proof.** Let $s=h/\sin\theta$ be the slant length and $a=h\cot\theta=s\cos\theta$ the horizontal width of the wall. The wall area is $\pi(2R+a)s$. The lost top surface has area $\pi(R+a)^2$. On the floor, interface is exchanged for bare substrate, which costs $\gamma_f\cos\theta$ per area. Therefore
$$\frac{\Delta E}{\pi\gamma_f}=(2R+a)s-(R+a)^2+R^2\cos\theta .$$
Collecting powers of $R$,
$$\frac{\Delta E}{\pi\gamma_f}=-(1-\cos\theta)R^2+2R(s-a)+a(s-a).$$
Because $s-a=s(1-\cos\theta)$, this becomes
$$\frac{\Delta E}{\pi\gamma_f}=(1-\cos\theta)\left[s^2(1+\cos\theta)-(R-s)^2\right].$$
The maximum is at $R=s$. Its value is $(1-\cos^2\theta)s^2=s^2\sin^2\theta=h^2$. ∎

**The route from the intact film.** Before the cone reaches the substrate, it is a pit of depth $d<h$. Setting $R=0$ and replacing $h$ by $d$ gives
$$\Delta E_{\rm pit}=\pi\gamma_f\frac{(1-\cos\theta)\cos\theta}{\sin^2\theta}d^2=\pi\gamma_f\frac{\cos\theta}{1+\cos\theta}d^2 .$$
This rises with $d$ and stays below $\pi\gamma_fh^2$. The conical path thus runs continuously from the flat film to the open hole, with highest energy $\pi\gamma_fh^2$. That is lower than the vertical-wall barrier by the factor $1-\cos\theta$.

In the example the critical foot radius is $20/\sin60^\circ=23.1$ nm instead of 40 nm, and the barrier is 1257 aJ instead of 2513 aJ. The two critical radii have the ratio
$$\frac{h/(1-\cos\theta)}{h/\sin\theta}=\frac{\sin\theta}{1-\cos\theta}=\cot\frac{\theta}{2}.$$
They agree at $90^\circ$, where the cone is itself vertical. At small angles even the power law differs: $2h/\theta^2$ for the vertical wall and $h/\theta$ for the cone.

## Proposition 3: a fully relaxed wall

**Assumptions.** Let $0<\theta<90^\circ$, and let the film surface be a profile $z=u(r)$ with $u(R)=0$ and $u(L)=h$. The film exchanges material with a reservoir at the chemical potential of a flat film. Since a flat film can be thickened without changing its surface area, this exchange costs no energy.

**Statement.** At fixed $R$ with $R\operatorname{arcosh}(L/R)\ge h$, the best profile is a catenoid; where this inequality fails, no catenoid of the single-valued form $z=u(r)$ starting at the foot reaches the height $h$ at $r=L$. A critical hole, where one exists, meets the substrate at the angle $\theta$, and its waist parameter $b$ obeys
$$R=\frac{b}{\sin\theta},\qquad h=b\left[\operatorname{arcosh}\frac{L}{b}-\ln\cot\frac{\theta}{2}\right].$$
If $\theta$ or $L$ is too small, this equation has no solution and there is no critical hole. Otherwise it has two solutions, which merge at the threshold, because its right side vanishes at $b\to0$ and at $b=L\sin\theta$ and is concave in between. The smaller $b$ gives the critical hole; the larger one is a minimum of the energy with respect to $R$. On the branch with $b\ll L$, its energy above the flat film is $\pi\gamma_f(bh-b^2/2)$, up to a relative correction that vanishes as $b/L\to0$.

**Proof.** The energy is
$$\Delta E=2\pi\gamma_f\int_R^L r\left(\sqrt{1+u'^2}-1\right)dr-\pi\gamma_f(1-\cos\theta)R^2 .$$
The integrand depends on $u'$ but not on $u$, so its derivative with respect to $u'$ is constant along the best profile:
$$\frac{ru'}{\sqrt{1+u'^2}}=b,\qquad u'=\frac{b}{\sqrt{r^2-b^2}}.$$
Because the integrand is convex in $u'$, this solution is a minimum at fixed $R$. Integration gives $u=b[\operatorname{arcosh}(r/b)-\operatorname{arcosh}(R/b)]$.

Now move the foot by $\delta R$. The integral loses the strip at its lower limit. To keep $u=0$ at the new foot, the profile there shifts by $-u'\delta R$, which adds the conjugate quantity $2\pi\gamma_fRu'/\sqrt{1+u'^2}$ times $u'\delta R$. With $u'(R)=\tan\varphi$, the derivative of the integral term is
$$2\pi\gamma_fR\left[1-\sqrt{1+u'^2}+\frac{u'^2}{\sqrt{1+u'^2}}\right]=2\pi\gamma_fR(1-\cos\varphi).$$
Subtracting the floor gain,
$$\frac{d\Delta E}{dR}=2\pi\gamma_fR(\cos\theta-\cos\varphi).$$
It vanishes at $\varphi=\theta$. Since $\sin\varphi=b/R$, the critical foot radius is $b/\sin\theta$. The condition $u(L)=h$ and the identity $\operatorname{arcosh}(1/\sin\theta)=\ln\cot(\theta/2)$ give the equation for $b$.

For the energy put $r=b\cosh t$, with $t_1$ at the foot and $t_2$ at $L$. The excess area becomes
$$2\pi b^2\int_{t_1}^{t_2}\cosh t\,e^{-t}dt=\pi b^2\left[t_2-t_1+\tfrac12(e^{-2t_1}-e^{-2t_2})\right].$$
Here $t_2-t_1=h/b$, and $e^{-2t_1}=\tan^2(\theta/2)=(1-\cos\theta)/(1+\cos\theta)$. The term $e^{-2t_2}\simeq b^2/4L^2$ is dropped. The floor gain is $\pi R^2(1-\cos\theta)=\pi b^2/(1+\cos\theta)$. Together,
$$\frac{\Delta E}{\pi\gamma_f}=bh+\frac{b^2}{1+\cos\theta}\left[\frac{1-\cos\theta}{2}-1\right]=bh-\frac{b^2}{2}.\qquad ∎$$

**Reading the numbers.** For $L=200$, 400 and 2000 nm, the relaxed critical radius is 6.1, 4.9 and 3.5 nm. The corresponding energies are 289, 240 and 175 aJ. In each case the numerical search finds a maximum with respect to $R$. At $L=400$ nm, a direct minimization over piecewise conical profiles gives an excess area of 277.93 nm², against 277.85 nm² for the catenoid. The small positive difference is expected, since the piecewise shape is a restricted trial surface.

The decrease with $L$ does not level off at a nonzero radius. For $b\ll L$ the waist equation reads
$$b\simeq\frac{h}{\ln[(2L/b)\tan(\theta/2)]}.$$
On this branch $b$ tends to zero logarithmically as $L\to\infty$. A wide, gentle slope makes the excess area of the wall ever smaller. In this continuum model the critical radius therefore shrinks to zero for an infinite film with complete freedom to relax.

## What the estimate means

The formula $R_c=h/(1-\cos\theta)$ rests on the assumed wall shape. For round holes with vertical walls, it gives the exact position of the energy maximum in an infinitely wide film. For a wall free to slope it is not a small-error approximation: in the example it gives 40 nm, against 23 nm for the cone and a few nanometres for the relaxed profiles.

The estimate is appropriate only when the wall remains nearly vertical while the hole edge moves and the displaced material spreads over a distance much larger than $R_c$. Suppose it collects instead in a flat-topped rim of width $w$ with vertical steps. Moving the edge by $\delta R$ then raises both steps by $2Rh\,\delta R/[w(2R+w)]$ and adds the energy $4\pi\gamma_fRh\,\delta R/w$. Growth starts only at $R_c/(1-2R_c/w)$, which is 67 nm for $w=200$ nm in the example, and does not start at all for $w\le2R_c$. The estimate is also sensitive to tilt: if a straight wall leans back from the vertical by a small angle $\delta$ in radians, the critical foot radius falls by about the fraction $\delta$. The relaxed result presumes that material can rearrange out to the distance $L$ before the foot moves appreciably, and that a reservoir beyond $L$ takes up what is removed: 13%, 11% and 7.5% of the film volume inside $L=200$, 400 and 2000 nm in the example. If that volume stays inside $L$, the critical radii become 8.6, 6.3 and 4.0 nm. Which description fits a given film is a question of transport rates, which an energy balance does not answer. For $\theta<90^\circ$, the range treated in Propositions 2 and 3, a hole smaller than $h/(1-\cos\theta)$ is consequently not guaranteed to close once its wall can relax.

## Calculated quantities

```
film thickness h = 20.0 nm
gf, gs, gi = 1.00, 1.20, 0.70 J/m^2
contact angle from Young relation = 60.000 deg
contact angle from drop minimum = 60.000 deg
critical radius, formula = 40.000 nm
critical radius, numerical maximum = 40.000 nm
wall energy at R_c = 5026.55 aJ
floor energy change at R_c = -2513.27 aJ
barrier = 2513.27 aJ
barrier = 1.5687e+04 eV
temperature = 1000 K
barrier/(k_B T) = 1.820e+05
dE/dR at 0.9 R_c = 12.566 aJ/nm
dE/dR at 1.1 R_c = -12.566 aJ/nm
R_c/h at 30 deg = 7.464
R_c/h at 60 deg = 2.000
R_c/h at 90 deg = 1.000
R_c/h at 120 deg = 0.667
R_c/h at 180 deg = 0.500
small-angle estimate 2/theta^2 at 30 deg = 7.295
volume conserved, L = 500 nm: R_c = 40.808 nm, leading order 40.768 nm
volume conserved, L = 1000 nm: R_c = 40.194 nm, leading order 40.192 nm
conical wall: critical foot radius = 23.094 nm
conical wall: barrier = 1256.64 aJ
relaxed, L = 200 nm: waist = 5.299 nm, R_c = 6.118 nm, barrier = 288.82 aJ
relaxed, L = 400 nm: waist = 4.270 nm, R_c = 4.931 nm, barrier = 239.66 aJ
relaxed, L = 2000 nm: waist = 3.011 nm, R_c = 3.477 nm, barrier = 174.94 aJ
excess area at L = 400 nm, catenoid = 277.852 nm^2
excess area, direct minimization = 277.934 nm^2
```
